\section*{Does a Falling Stress-Thickness Curve Mean a Compressive Film?}

\section*{Question}

I follow the curvature of a 300 mm silicon wafer while a dielectric stack is deposited on it: a low-k organosilicate film, a short graded transition, and an oxide cap. I convert the curvature to the stress-thickness product and plot it against total film thickness. The curve first rises, passes through a maximum, and then falls steadily until I stop.

A colleague reads the falling part as proof that the film has become compressive, and concludes that cracking driven by tension is no longer a concern. Is that conclusion justified? What does the slope measure, and does the answer change if the material already deposited is still relaxing?

\section*{Answer}

The conclusion does not follow. The height of the curve, measured from the correct zero and divided by the film thickness, gives the average stress. Its slope gives the stress of the material being added, provided that the stress in the buried material does not change. If the buried material does change, the slope mixes two effects and may be negative while every layer is tensile.

\subsection*{What the curvature measures}

Count tensile stress as positive, and curvature $\kappa$ as positive when the wafer is concave towards the film. Assume equal stress in both in-plane directions, lateral uniformity, linear elasticity and small deflection. Let $z$ be the height in the film above the wafer surface, and let $\sigma(z;h)$ be the stress at that height when the film thickness is $h$. The stress-thickness product is
\begin{equation}
F(h)=\int_0^h\sigma(z;h)\,dz ,
\end{equation}
a force per unit width. The average stress is $s=F/h$.

The wafer has thickness $h_s\gg h$. For a (001) silicon wafer, equal in-plane strains $\epsilon$ and zero normal stress give
\begin{equation}
0=2c_{12}\epsilon+c_{11}\epsilon_\perp
\quad\Rightarrow\quad
\epsilon_\perp=-\frac{2c_{12}}{c_{11}}\epsilon ,
\end{equation}
where $c_{11}$ and $c_{12}$ are the cubic elastic constants. The in-plane stress is therefore
\begin{equation}
(c_{11}+c_{12})\epsilon+c_{12}\epsilon_\perp=M_s\epsilon,
\qquad
M_s=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .
\end{equation}

Measure $y$ from the wafer midplane towards the film. The wafer strain is $\epsilon_0-\kappa y$; the minus sign says that the film side shortens when the wafer is concave towards the film. No external force or moment acts on the plate. In the thin-film limit the film force sits at $y=h_s/2$, so
\begin{align}
0&=F+\int_{-h_s/2}^{h_s/2}M_s(\epsilon_0-\kappa y)\,dy
  =F+M_sh_s\epsilon_0,\\
0&=F\frac{h_s}{2}+\int_{-h_s/2}^{h_s/2}M_s(\epsilon_0-\kappa y)y\,dy
  =F\frac{h_s}{2}-\frac{M_sh_s^3}{12}\kappa .
\end{align}
The second line gives the Stoney relation,
\begin{equation}
\kappa=\frac{6F}{M_sh_s^2},\qquad F=\frac{M_sh_s^2\kappa}{6}.
\label{stoney}
\end{equation}
These equations contain no physical constants and keep the same form in atomic units. Curvature thus supplies the sum of the stress over the film, not its distribution.

\subsection*{What the slope measures}

Let the thickness grow from $h$ to $h+\delta$. Split the new integral at the old surface and subtract $F(h)$:
\begin{align}
F(h+\delta)-F(h)
={}&\int_h^{h+\delta}\sigma(z;h+\delta)\,dz\nonumber\\
&+\int_0^h[\sigma(z;h+\delta)-\sigma(z;h)]\,dz .
\end{align}
The first integral belongs to the new layer, the second to everything beneath it. Division by $\delta$ and the limit $\delta\to0$ give
\begin{equation}
\frac{dF}{dh}=\sigma_{\rm new}
+\int_0^h\frac{\partial\sigma(z;h)}{\partial h}\,dz,
\qquad \sigma_{\rm new}=\sigma(h;h).
\label{slope}
\end{equation}
If the buried stress is frozen, the integral vanishes and $dF/dh=\sigma_{\rm new}$. For the average, still with frozen buried stress, the quotient rule gives
\begin{equation}
\frac{ds}{dh}=\frac{1}{h}\frac{dF}{dh}-\frac{F}{h^2}
=\frac{\sigma_{\rm new}-s}{h}.
\label{mean}
\end{equation}
A compressive new layer lowers a tensile average, but the average stays tensile until $F$ reaches zero.

Your colleague's reading does hold in one simple case. If the stress is frozen and has been the same since the first layer, then $F=\sigma_{\rm new}h$. The curve is a straight line through the origin, and slope and average coincide. A curve with a maximum shows that this case does not apply.

\subsection*{A stack like yours}

Take a low-k film with stress $\sigma_1=40$ MPa and thickness $h_1=400$ nm, a transition of width $w=20$ nm in which the stress changes linearly, and a cap with $\sigma_2=-120$ MPa and thickness 60 nm. At distance $x$ into the transition the stress is $\sigma_1-(\sigma_1-\sigma_2)x/w$, so
\begin{equation}
F=\sigma_1h_1+\sigma_1x-\frac{\sigma_1-\sigma_2}{2w}x^2 .
\end{equation}
The maximum lies where the local stress is zero, at
\begin{equation}
x_p=\frac{w\sigma_1}{\sigma_1-\sigma_2}
=\frac{20\times40}{160}\ {\rm nm}=5\ {\rm nm},
\end{equation}
which is a total thickness of 405 nm. Inserting $x_p$ gives
\begin{equation}
F_p=\sigma_1h_1+\frac{w\sigma_1^2}{2(\sigma_1-\sigma_2)}
=16.0+0.1=16.1\ {\rm N/m},
\end{equation}
since $1\ {\rm MPa\,nm}=10^{-3}$ N/m. At the end of the transition, $x=w$ and
\begin{equation}
F_e=\sigma_1h_1+\frac{w(\sigma_1+\sigma_2)}{2}
=16.0-0.8=15.2\ {\rm N/m}.
\end{equation}

Let $h_e=h_1+w=420$ nm. In the cap, $F=F_e+\sigma_2(h-h_e)$. When deposition stops at 480 nm,
\begin{align}
F&=15.2-0.120\times60=8.0\ {\rm N/m},\\
s&=\frac{8.0\ {\rm N/m}}{480\ {\rm nm}}=16.7\ {\rm MPa}.
\end{align}
These are $0.50$ eV/\AA$^2$ and $1.04\times10^{-4}$ eV/\AA$^3$. The slope is $-120$ MPa, yet the average is tensile. By Eq.~(\ref{mean}) the average is falling by $(120+16.7)/480=0.285$ MPa per nm of added cap.

If the cap were continued at the same stress, the average would change sign at
\begin{equation}
h_0=h_e+\frac{F_e}{|\sigma_2|}
=420+\frac{15.2}{0.120}=546.7\ {\rm nm}.
\end{equation}
This formula requires $\sigma_2<0$ and $F_e>0$. Between 405 and 546.7 nm, negative slope and tensile average coexist. For a much thicker cap, write
\begin{equation}
s=\sigma_2+\frac{F_e-\sigma_2h_e}{h}.
\end{equation}
The average then approaches the cap stress, with a difference that falls as $1/h$. Slope and average agree again because the early layers have become a small part of the film.

\subsection*{What this means for cracking}

Even the average is not the quantity to use for the low-k layer. At 546.7 nm it is zero, but the low-k layer is still at $+40$ MPa in this frozen-stress model. Tension there can still open a crack running through its thickness if the layer is thick or weak enough. Opposite forces cancel in $F$; elastic energies do not. For an isotropic layer with biaxial modulus $M_f$, the two in-plane directions together store
\begin{equation}
u=\frac12(\sigma\epsilon+\sigma\epsilon)=\frac{\sigma^2}{M_f}
\end{equation}
per unit volume, because $\epsilon=\sigma/M_f$. This is positive for either sign of stress. With $M_f=10.7$ GPa, the low-k layer stores about
\begin{equation}
\frac{(40\ {\rm MPa})^2}{10.7\ {\rm GPa}}\times400\ {\rm nm}
\approx0.06\ {\rm J/m^2}.
\end{equation}
This is stored energy, not a crack's energy release rate. The latter also depends on the crack geometry and on the neighbouring layers, and must be compared with the film's fracture energy. For a crack through this layer it is roughly $\sigma_1^2h_1/E=0.08$ J/m$^2$ without the cap, where $E=8$ GPa is the layer's Young's modulus, and smaller if the crack is confined beneath the cap. Organosilicate films typically resist with a few J/m$^2$. The example therefore shows that the curve cannot rule out cracking, not that this particular layer would crack.

\subsection*{How frozen is ``frozen''?}

Adding a layer bends the wafer slightly, so buried stresses change elastically even without relaxation. From the force and moment balances, a change $\Delta F$ alters the strain at the wafer surface by
\begin{equation}
\Delta\epsilon_0-\frac{h_s}{2}\Delta\kappa
=-\frac{\Delta F}{M_sh_s}-\frac{3\Delta F}{M_sh_s}
=-\frac{4\Delta F}{M_sh_s}.
\end{equation}
Take $M_s=180.7$ GPa, $h_s=775\ \mu$m and a cap modulus of 84.3 GPa. While the cap grows, $\Delta F=-7.2$ N/m, and the first cap layer changes by about $0.017$ MPa. That is negligible beside 120 MPa.

The finite film thickness also changes the slope deduced from Eq.~(\ref{stoney}). Let a new layer exert a force $f$ per unit width at $y=h_s/2+h$. With $A=\int M\,dy$, $B=\int My\,dy$ and $D=\int My^2\,dy$ over wafer and film, the balances for the increments are
\begin{align}
0&=f+A\,\Delta\epsilon_0-B\,\Delta\kappa,\\
0&=f\left(\frac{h_s}{2}+h\right)+B\,\Delta\epsilon_0-D\,\Delta\kappa .
\end{align}
The first gives $\Delta\epsilon_0=(B\Delta\kappa-f)/A$. Substitution in the second gives
\begin{equation}
\Delta\kappa=f\,\frac{h_s/2+h-B/A}{D-B^2/A}.
\end{equation}
Define $C=\int_0^hM_f\,dz$ and $r=C/(M_sh_s)$. To first order in the film thickness, $B/A=rh_s/2$ and $D=(M_sh_s^3/12)(1+3r)$, while $B^2/A$ is of second order. Hence
\begin{equation}
\Delta\kappa\approx\frac{6f}{M_sh_s^2}
\left(1+\frac{2h}{h_s}-4r\right).
\end{equation}
The term $2h/h_s$ comes from the longer lever arm, and $-4r$ from the added stiffness. At 480 nm they are $0.00124$ and $-0.00029$, if the modulus varies linearly across the transition. The apparent slope should then be about $-120.11$ MPa.

I tested this by adding the film layer by layer to an elastic plate and solving both balances after each addition. The slope at 480 nm came out as $-120.11$ MPa. The largest slope error anywhere up to 600 nm was 0.12 MPa, and it fell to one tenth when the wafer was made ten times thicker with the film unchanged. The average changed sign at 546.6 nm, against 546.7 nm from the thin-film formula.

\subsection*{If the buried layer relaxes}

Now let a buried layer of fixed thickness $h_b$ have a uniform, time-dependent stress $\sigma_b(t)$. New material grows on it at rate $R$ with constant stress $\sigma_{\rm new}$ and does not itself relax. Then $h=h_b+Rt$ and
\begin{equation}
F=h_b\sigma_b(t)+\sigma_{\rm new}Rt .
\end{equation}
Divide the time derivative by $dh/dt=R$:
\begin{equation}
\frac{dF}{dh}=\sigma_{\rm new}+\frac{h_b}{R}\frac{d\sigma_b}{dt}.
\label{relax}
\end{equation}
The factor $h_b/R$ is the time that would be needed to grow the buried thickness at the present rate. A thick buried layer and slow growth therefore make a small relaxation rate visible.

For a model case, put new low-k material at $+20$ MPa on 400 nm of low-k material whose stress decays as
\begin{equation}
\sigma_b=30+10\,e^{-t/(100\,{\rm s})}\ {\rm MPa},
\end{equation}
with $R=1$ nm/s. These relaxation values are chosen for illustration and are not data for a particular film. Initially $d\sigma_b/dt=-0.1$ MPa/s, so
\begin{equation}
\frac{dF}{dh}=20-400\times0.1=-20\ {\rm MPa}.
\end{equation}
After 30 s the slope is $20-40e^{-0.3}=-9.6$ MPa. During this interval the curve falls although no layer is below $+20$ MPa, and the average at its end is still 36.2 MPa. Here the negative slope is not even evidence of a compressive new layer.

Curvature recorded during uninterrupted growth cannot settle which history took place. Replace the relaxing film by one with a frozen lower layer at 40 MPa and new material whose stress runs from $-20$ to $-9.6$ MPa, as Eq.~(\ref{relax}) prescribes. In the plate calculation the two $F$ curves differ by at most 0.0006 N/m, while $F$ itself falls by 0.44 N/m. One film is tensile throughout and the other has a compressive top, yet their averages agree to the same accuracy. The total force is known; its distribution is not.

\subsection*{Separating the two terms}

A growth pause supplies the missing information under suitable conditions. With relaxation at any depth,
\begin{align}
\left(\frac{dF}{dt}\right)_{\rm growth}
&=R\sigma_{\rm new}+\int_0^h\frac{\partial\sigma}{\partial t}\,dz,\\
\left(\frac{dF}{dt}\right)_{\rm pause}
&=\int_0^h\frac{\partial\sigma}{\partial t}\,dz .
\end{align}
If relaxation continues unchanged across the instant of the pause, subtraction gives
\begin{equation}
\sigma_{\rm new}=\frac1R\left[
\left(\frac{dF}{dt}\right)_{\rm growth}
-\left(\frac{dF}{dt}\right)_{\rm pause}\right].
\end{equation}
For the relaxing model film held at constant temperature, a pause after 30 s returns 20.0 MPa, the stress that was put in. The method fails if stopping the plasma changes the relaxation rate, or if the resulting temperature drift is mistaken for relaxation. It also misreads the stress if fresh material relaxes appreciably within the time needed to measure the two rates.

\subsection*{Temperature and the curvature zero}

A plasma that delivers a heat flux $q$ to the film side, with the same flux leaving through the back face in a steady state, makes the film side hotter by $\Delta T=qh_s/k$, where $k$ is the wafer's thermal conductivity. While the heat only warms the wafer, the profile is parabolic and the bending is half as large as in the steady state. With a linear temperature profile, the thermal strain $\alpha_s\Delta T\,y/h_s$ can be met by bending without stress. Equating it to $-\kappa y$ gives
\begin{equation}
\kappa_T=-\frac{\alpha_s\Delta T}{h_s},
\end{equation}
where $\alpha_s$ is silicon's expansion coefficient. For a rough flux of 0.3 W/cm$^2$ and rounded silicon constants the difference is only 0.036 K, but Eq.~(\ref{stoney}) turns the curvature into a false $F$ of $-2.75$ N/m. If the zero was taken before the plasma was lit, the average at 480 nm is read too low by 5.7 MPa, about a third of its value. Near 623 K silicon expands more and conducts less than assumed here, which raises this error by roughly 25 to 30 percent. A steady heat flux leaves the slope unchanged. At a pause only about half of the false $F$ disappears at once. Heat still leaves through the back face, so the other half decays as the wafer cools towards its support, and the whole wafer starts to cool at $q/(\rho c h_s)\approx2$ K/s, where $\rho c$ is silicon's heat capacity per unit volume. For a contact conductance of 300 W/(m$^2$K) the time constant is about 5 s. The decaying half then drifts at about 0.27 N/m per second, and the cooling adds about 0.08 N/m per second through the film's thermal stress discussed next. Both exceed $R\sigma_{\rm new}=0.02$ N/m per second of the model film, so at this heat flux the pause method needs the thermal response measured separately and subtracted.

A change of the whole wafer's temperature acts differently. On heating by $\Delta T$, the wafer prevents the film from following its own free expansion, so
\begin{equation}
\Delta F=-\Delta T\int_0^hM_f(\alpha_f-\alpha_s)\,dz .
\end{equation}
Low-k material expands more than silicon and oxide less, so their contributions have opposite signs. With rough coefficients, the low-k layer and transition together give $-0.039$ N/m per kelvin of heating. A 10 K rise during the 60 nm cap then shifts the mean slope by $-0.386\ {\rm N/m}/60\ {\rm nm}=-6.4$ MPa, leaving out the cap's own smaller response. This drift is a change of buried stress in the sense of Eq.~(\ref{slope}), even though nothing relaxes structurally.

\subsection*{How close this is to a real stack}

The parameters are rough values for a porous organosilicate film under a plasma-deposited oxide: tension of some tens of MPa in the first, compression of order 100 MPa in the second. A porous low-k film may be cured after deposition, which changes its stress. In that case the 40 MPa should be read as the stress present when the cap is started; the argument about the cap is unchanged. Of the effects sized here, a change of temperature moves the average stress most. Cooling from 623 to 298 K adds about 8.1 N/m for the assumed coefficients, so the average becomes $(8.0+8.1)/480\ {\rm nm}\approx34$ MPa, twice the value at growth. The low-k layer itself rises from 40 to about 70 MPa, which triples the energy release rate estimated above.

Two other corrections are smaller. Silicon is softer at the growth temperature by roughly 2 to 3 percent, so a room-temperature modulus overstates $F$ by about that fraction. The largest film-induced bow, $\kappa a^2/2$ for wafer radius $a=150$ mm, is 10 $\mu$m. For a bow $b$, stretching strains scale as $b^2/a^2$ and bending strains as $bh_s/a^2$, so the ratio of their energies scales as $(b/h_s)^2=1.7\times10^{-4}$. Small-deflection theory is adequate for a free wafer whose weight plays no part. The support matters, however. A horizontal 300 mm wafer held at its edge sags by about 100 $\mu$m under its own weight, which lowers the film-induced curvature at the centre by roughly 3 percent. On a flat pedestal the weight keeps the wafer flat except for an outer rim of 20 to 30 mm, and Eq.~(\ref{stoney}) does not apply.

For your measurement, read the average from $F/h$ with a curvature zero taken under the same thermal conditions. Read the slope as new-layer stress only after a pause, or other evidence, has shown that the buried layers are quiet. For cracking, use the stress of the layer that may crack, at the temperature where it must survive. The numerical check contains the parameters of the calculated examples, and its output lists the main results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values)
wafer thickness: 775 um
wafer radius: 150 mm
wafer biaxial modulus: 180.7 GPa
low-k biaxial modulus: 10.7 GPa
cap biaxial modulus: 84.3 GPa
low-k, ramp, cap: 400, 20, 60 nm
low-k, cap growth stress: 40, -120 MPa
FILM WITHOUT RELAXATION
F peak thickness: 405.0 nm
F at peak: 16.100 N/m
F at end of ramp: 15.200 N/m
F at 480 nm stop: 8.000 N/m
same F: 0.4993 eV/angstrom^2
plate slope at stop: -120.11 MPa
average at stop: 16.67 MPa
same average: 1.040e-04 eV/angstrom^3
plate average at stop: 16.67 MPa
slope of average: -0.2847 MPa/nm
average sign change, formula: 546.7 nm
average sign change, plate: 546.6 nm
curvature at stop: 0.442 1/km
RELAXING FILM (model values)
buried stress start, limit: 40, 30 MPa
relaxation time, growth rate: 100 s, 1 nm/s
growth time before pause: 30 s
new-layer stress: 20 MPa
first plate slope: -19.98 MPa
last plate slope: -9.64 MPa
lowest layer stress after pause: 20.00 MPa
average before pause: 36.21 MPa
new-layer stress from pause: 19.99 MPa
fall of F before pause: 0.4366 N/m
largest F gap to twin: 0.00057 N/m
twin new-layer stress: -19.98 to -9.65 MPa
NEGLECTED EFFECTS
largest slope error: 0.116 MPa
error ratio, 10x wafer: 0.100 (no unit)
largest elastic stress change: 0.0174 MPa
wafer bow at F peak: 10.02 um
(bow/wafer thickness)^2: 1.7e-04 (no unit)
silicon softening, rough: 2.3 percent
growth, room temperature: 623, 298 K
F change on cooling: 8.10 N/m
average at room temperature: 33.53 MPa
assumed warming during cap: 10 K
slope shift from warming: -6.43 MPa
assumed plasma heat flux: 0.3 W/cm2
through-wafer difference: 0.036 K
false F from heat flow: -2.75 N/m
false average from heat flow: -5.74 MPa
\end{verbatim}
